**Saturation of an inhomogeneous line built from Bloch spin packets**

The program tests the absorption signal \(v\) of independent packets as a function of \(x=\gamma B_1\sqrt{T_1T_2}\), where \(B_1\) is the rotating microwave field and \(T_1,T_2\) are the relaxation times. For a very broad line the signal follows \(x/\sqrt{1+x^2}\) and levels off. For a Gaussian line of standard deviation \(\sigma\), the central signal relative to that plateau is \((x/t)\,e^{a^2t^2}\operatorname{erfc}(at)\), with \(t=\sqrt{1+x^2}\) and \(a=1/(\sqrt2\,\sigma T_2)\). The program asserts agreement of the packet formula with a laboratory-frame time integration, and of the convolution with explicit sums over numerically solved packets. It also asserts the broad limit for a non-Gaussian line, the saturation of the area, the position of the maximum, its small-\(a\) estimates and the strong-field limits. In the example the signal peaks at \(x=4.05\), at 91% of the ideal plateau, and stays within 10% of that peak over a field ratio of 8.6. A single packet peaks at \(x=1\), with a corresponding ratio of 2.55.

## Check in Python

```python
# Saturation of an inhomogeneous magnetic-resonance line made of spin packets.
# Result under test: with x = gamma*B1*sqrt(T1*T2) and t = sqrt(1+x^2), the
# absorption signal v (quadrature magnetization) of packets with density h is
#   v = pi*M0*(omega1/t) * (h convolved with a Lorentzian of half width t/T2).
# A very broad h gives v proportional to x/t, which levels off.  A Gaussian h
# of standard deviation sigma gives, at its centre and relative to that plateau,
#   S = (x/t)*erfcx(a*t),  a = 1/(sqrt(2)*sigma*T2),
# which has a single maximum at x > 1 and finally falls as 1/x.
# Times are in microseconds, angular frequencies in 1/microsecond, M0 = 1.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfcx, wofz

gamma = physical_constants["electron gyromag. ratio"][0] * 1e-12  # 1/(us uT)
T1, T2 = 20.0, 1.0
sigma_field_mT = 0.3
sigma = gamma * sigma_field_mT * 1e3
root_T = np.sqrt(T1 * T2)
a_example = 1 / (np.sqrt(2) * sigma * T2)
B_sat = 1 / (gamma * root_T)


def packet_formula(delta, omega1, t1, t2):
    return omega1 * t2 / (1 + (delta * t2)**2 + omega1**2 * t1 * t2)


def bloch_v(delta, x):
    """Solve the steady rotating-frame Bloch equations numerically."""
    delta = np.atleast_1d(delta)
    omega1 = x / root_T
    matrix = np.zeros((len(delta), 3, 3))
    matrix[:, 0, 0] = matrix[:, 1, 1] = -1 / T2
    matrix[:, 2, 2] = -1 / T1
    matrix[:, 0, 1] = delta
    matrix[:, 1, 0] = -delta
    matrix[:, 1, 2] = omega1
    matrix[:, 2, 1] = -omega1
    source = np.zeros((len(delta), 3, 1))
    source[:, 2, 0] = -1 / T1
    return np.linalg.solve(matrix, source)[:, 1, 0]


def gaussian(center):
    return np.exp(-center**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


def packet_sum(x, probe=0.0, density=gaussian, half_range=8 * sigma):
    """Explicit sum over packets; the step is small against 1/T2."""
    centers, step = np.linspace(-half_range, half_range,
                                int(8 * half_range) + 1, retstep=True)
    return step * np.sum(density(centers) * bloch_v(centers - probe, x))


def signal_formula(x, a):
    t = np.sqrt(1 + x**2)
    return x / t * erfcx(a * t)


def voigt_signal(x, probe):
    t = np.sqrt(1 + x**2)
    z = (probe + 1j * t / T2) / (sigma * np.sqrt(2))
    return np.pi * x / (root_T * t) * wofz(z).real / (sigma * np.sqrt(2*np.pi))


def q_function(y):
    return 2 * y * (1 / (np.sqrt(np.pi) * erfcx(y)) - y)


def stationary_x(a):
    return brentq(lambda x: x**2 * q_function(a * np.sqrt(1 + x**2)) - 1,
                  0.5, 1e4, xtol=1e-11)


def direct_maximum(function, low, high):
    found = minimize_scalar(lambda logx: -function(np.exp(logx)),
                            bounds=(np.log(low), np.log(high)),
                            method="bounded", options={"xatol": 1e-8})
    return np.exp(found.x), -found.fun


# Laboratory-frame motion (gamma = 1) against the packet formula and power law.
w_drive, delta_lab, w1_lab, t1_lab, t2_lab = 60.0, 0.4, 0.8, 3.0, 1.0


def lab_motion(time, m):
    field = np.array([w1_lab * np.cos(w_drive * time),
                      -w1_lab * np.sin(w_drive * time), w_drive + delta_lab])
    mx, my, mz = m
    bx, by, bz = field
    return [my*bz - mz*by - mx/t2_lab, mz*bx - mx*bz - my/t2_lab,
            mx*by - my*bx + (1 - mz)/t1_lab]


t_end = 45.0
final = solve_ivp(lab_motion, (0, t_end), [0, 0, 1], method="DOP853",
                  rtol=1e-9, atol=1e-11).y[:, -1]
phase = w_drive * t_end
v_lab = final[0] * np.sin(phase) + final[1] * np.cos(phase)
field_rate = -w1_lab * w_drive * np.array([np.sin(phase), np.cos(phase)])
power_lab = -np.dot(final[:2], field_rate)
v_expected = packet_formula(delta_lab, w1_lab, t1_lab, t2_lab)
assert abs(v_lab - v_expected) < 1e-5
assert abs(power_lab / (w_drive * w1_lab * v_expected) - 1) < 1e-4

# A single packet passes its maximum at x = 1.
x_single, v_single = direct_maximum(lambda x: bloch_v(0.0, x)[0], 0.05, 20)
assert abs(x_single - 1) < 1e-5
assert abs(v_single - 0.5 * np.sqrt(T2 / T1)) < 1e-10

# Explicit packet sums against the convolution, at and away from the centre.
for x_test in (0.2, 1.0, 4.0, 50.0, 500.0):
    for probe_test in (0.0, 0.8 * sigma, 2.5 * sigma):
        assert abs(packet_sum(x_test, probe_test)
                   / voigt_signal(x_test, probe_test) - 1) < 1e-7

# Broad limit for a non-Gaussian distribution; corrections scale as width ratio.
broad = 2000.0


def sech_density(center):
    return 1 / (np.pi * broad * np.cosh(center / broad))


for x_test, probe_test in ((0.3, 0.0), (1.0, broad), (5.0, 0.0)):
    summed = packet_sum(x_test, probe_test, sech_density, 25 * broad)
    limit = (np.pi * sech_density(probe_test) * x_test
             / (root_T * np.sqrt(1 + x_test**2)))
    assert abs(summed / limit - 1) < 5e-3

# The area under the line, integrated over all frequencies.
n_angle = 120
angles = -np.pi / 2 + np.pi * (np.arange(n_angle) + 0.5) / n_angle
areas = {}
for x_test in (1.0, 10.0, 100.0):
    areas[x_test] = sum(packet_sum(x_test, sigma * np.tan(th))
                        * sigma / np.cos(th)**2 for th in angles)
    areas[x_test] *= np.pi / n_angle
    assert abs(areas[x_test] * root_T * np.sqrt(1 + x_test**2)
               / (np.pi * x_test) - 1) < 1e-5

# Position and uniqueness of the maximum for the finite Gaussian width.
plateau = np.pi * gaussian(0.0) / root_T
x_max, v_max = direct_maximum(packet_sum, 0.5, 100)
s_max = v_max / plateau
assert abs(x_max / stationary_x(a_example) - 1) < 1e-4
q_grid = q_function(np.logspace(-4, 1, 400))
assert np.all(np.diff(q_grid) > 0) and np.all(q_grid < 1)
for a_test in (1e-2, 1e-3, 1e-4):
    x_cube = (np.sqrt(np.pi) / (2 * a_test))**(1 / 3)
    x_direct, s_direct = direct_maximum(
        lambda x: signal_formula(x, a_test), 0.5, 1000)
    assert abs(x_direct / x_cube - 1) < 0.2 / x_cube**2
    assert abs(s_direct - (1 - 1.5 / x_cube**2)) < 2 / x_cube**4

# Strong-field fall of the signal and the relaxation-limited power.
x_strong = 1e4
v_strong = packet_sum(x_strong)
slope = np.log(packet_sum(2 * x_strong) / v_strong) / np.log(2)
power_fraction = v_strong * (x_strong / root_T) * T1
assert abs(slope + 1) < 1e-3
assert abs(power_fraction - 1) < 1e-3


def full_width_mT(x):
    half = voigt_signal(x, 0.0) / 2
    edge = brentq(lambda d: voigt_signal(x, d) - half, 0, 1e5)
    return 2 * edge / gamma * 1e-3


x_cube = (np.sqrt(np.pi) / (2 * a_example))**(1 / 3)
low = brentq(lambda x: signal_formula(x, a_example) - 0.9*s_max, 1e-3, x_max)
high = brentq(lambda x: signal_formula(x, a_example) - 0.9*s_max, x_max, 1e4)
single_ratio = lambda x: 2 * x / (1 + x**2) - 0.9
single_low = brentq(single_ratio, 1e-3, 1)
single_high = brentq(single_ratio, 1, 100)

print(f"gamma = {gamma:.6f} rad/(us uT)")
print(f"T1 = {T1:.1f} us, T2 = {T2:.1f} us")
print(f"Gaussian standard deviation = {sigma_field_mT:.2f} mT")
print(f"sigma = {sigma:.3f} rad/us")
print(f"a = {a_example:.5f} (dimensionless)")
print(f"saturating field B1 at x=1 = {B_sat:.4f} uT")
print(f"broad-limit plateau v/M0 = {plateau:.6f}")
print(f"single-packet maximum v/M0 = {v_single:.5f} at x = {x_single:.4f}")
print("Table: x; B1 in uT; packet v / its maximum;")
print("  broad limit / plateau; Gaussian sum / plateau;")
print("  absorbed power / its strong-field limit")
for x_row in (0.1, 0.3, 1.0, 2.0, 4.0, 10.0, 30.0, 100.0, 1000.0):
    v_row = packet_sum(x_row)
    print(f"{x_row:7.1f} {x_row*B_sat:10.3f} "
          f"{bloch_v(0.0, x_row)[0]/v_single:8.4f} "
          f"{x_row/np.sqrt(1+x_row**2):8.4f} {v_row/plateau:8.4f} "
          f"{v_row*x_row/root_T*T1:9.5f}")
print(f"Gaussian maximum: x = {x_max:.4f}, B1 = {x_max*B_sat:.3f} uT")
print(f"height of maximum / plateau = {s_max:.4f}")
print(f"cube-root estimate of x at maximum = {x_cube:.4f}")
print(f"estimated height / plateau = {1-1.5/x_cube**2:.4f}")
print(f"within 10% of maximum, Gaussian: x = {low:.3f} to {high:.3f}")
print(f"  B1 = {low*B_sat:.3f} to {high*B_sat:.3f} uT, ratio {high/low:.2f}")
print(f"within 10%, single packet: x = {single_low:.3f} to {single_high:.3f}")
print(f"  ratio of fields = {single_high/single_low:.2f}")
for x_row in (0.1, x_max, 100.0):
    print(f"full width at half height, x={x_row:.3f}: "
          f"{full_width_mT(x_row):.4f} mT")
for x_row, area in areas.items():
    print(f"area/(pi M0/sqrt(T1 T2)) at x={x_row:.0f}: "
          f"{area*root_T/np.pi:.5f}")
print(f"log-log slope of signal from x=10000 to 20000 = {slope:.5f}")
print(f"power / relaxation limit at x=10000 = {power_fraction:.6f}")
print(f"lab-frame v/M0 = {v_lab:.6f}, packet formula = {v_expected:.6f}")
print("all assertions hold")
```

Output:

```
gamma = 0.176086 rad/(us uT)
T1 = 20.0 us, T2 = 1.0 us
Gaussian standard deviation = 0.30 mT
sigma = 52.826 rad/us
a = 0.01339 (dimensionless)
saturating field B1 at x=1 = 1.2699 uT
broad-limit plateau v/M0 = 0.005305
single-packet maximum v/M0 = 0.11180 at x = 1.0000
Table: x; B1 in uT; packet v / its maximum;
  broad limit / plateau; Gaussian sum / plateau;
  absorbed power / its strong-field limit
    0.1      0.127   0.1980   0.0995   0.0980   0.00023
    0.3      0.381   0.5505   0.2873   0.2829   0.00201
    1.0      1.270   1.0000   0.7071   0.6923   0.01642
    2.0      2.540   0.8000   0.8944   0.8650   0.04105
    4.0      5.079   0.4706   0.9701   0.9126   0.08660
   10.0     12.699   0.1980   0.9950   0.8603   0.20412
   30.0     38.096   0.0666   0.9994   0.6694   0.47642
  100.0    126.987   0.0200   1.0000   0.3501   0.83063
 1000.0   1269.873   0.0020   1.0000   0.0420   0.99723
Gaussian maximum: x = 4.0539, B1 = 5.148 uT
height of maximum / plateau = 0.9126
cube-root estimate of x at maximum = 4.0455
estimated height / plateau = 0.9083
within 10% of maximum, Gaussian: x = 1.578 to 13.576
  B1 = 2.004 to 17.239 uT, ratio 8.60
within 10%, single packet: x = 0.627 to 1.595
  ratio of fields = 2.55
full width at half height, x=0.100: 0.7125 mT
full width at half height, x=4.054: 0.7321 mT
full width at half height, x=100.000: 1.4897 mT
area/(pi M0/sqrt(T1 T2)) at x=1: 0.70711
area/(pi M0/sqrt(T1 T2)) at x=10: 0.99504
area/(pi M0/sqrt(T1 T2)) at x=100: 0.99995
log-log slope of signal from x=10000 to 20000 = -0.99997
power / relaxation limit at x=10000 = 0.999972
lab-frame v/M0 = 0.259740, packet formula = 0.259740
all assertions hold
```
